Two-Photon Jaynes–Cummings Revivals with Stark Shifts from a Ladder Atom

A ladder atom exchanges photon pairs with a cavity mode. With n = 8, 9, 10, 11, 12 photons present while the atom is in its upper level, the Rabi frequencies of the effective two-photon model derived below are 23.0, 25.5, 28.0, 30.5 and 33.0 kHz. They are equally spaced, although the two-photon coupling contains the irrational factor √((n+1)(n+2)). Dropping the Stark shifts of the two outer levels changes the spacing to about 2.0 kHz and moves the first revival from 400 to 500 µs. With couplings in the ratio 1:2, as here, the shifts therefore shorten the revival period by a fifth.

**Model and conventions**

The atomic levels are g, i and e, in order of increasing energy. One lossless mode has frequency ω and annihilation operator a. We set ħ = 1, take the energy of g as zero, and choose the couplings g1, g2 real and nonzero. In the rotating-wave approximation

H = ωa†a + (ω+Δ)|i><i| + (2ω+δ)|e><e| + V,

V = g1(a|i><g| + a†|g><i|) + g2(a|e><i| + a†|i><e|).

Here Δ > 0 is the one-photon detuning of the middle level and δ the two-photon detuning of the upper one. The approximation requires the detunings and the couplings times √n to be small compared with ω. For phases to stay reliable up to a time t, the neglected level shifts, of order (g1²+g2²)n/ω, must also be small compared with 1/t. Counter-rotating terms, loss and further atomic levels are left out.

Each term of V preserves N = a†a + |i><i| + 2|e><e|, since an absorbed photon raises the atom by one step. Hence ωN commutes with H, and subtracting it changes no atomic population. What remains is

K = H − ωN = Δ|i><i| + δ|e><e| + V.

An atom starting in e with n photons stays in the span of |e,n>, |i,n+1>, |g,n+2>. On these states K has diagonal elements δ, Δ, 0 and couplings g2√(n+1) and g1√(n+2) between neighbours. Define

S_n = g1²(n+2) + g2²(n+1),
s1 = g1²/Δ, s2 = g2²/Δ, λ = g1g2/Δ,
A = s1 + s2, B = s1 − s2.

Thus λ² = s1s2 and A² − B² = 4λ².

**Theorem**

Let S_n ≪ Δ² for all appreciably populated n, and let |δ| ≪ Δ.

(i) To second order in the couplings, with δ neglected beside Δ in the second-order terms, the outer levels obey

K_eff = δ|e><e| − s1 a†a|g><g| − s2 aa†|e><e| − λ(a²|e><g| + a†²|g><e|).

(ii) With x = n + 3/2, the Rabi frequencies of K_eff satisfy

Ω_n² = A²(x+x0)² + C,
x0 = B(A+2δ)/(2A²), C = 4λ²δ(δ+A)/A².

They are linear in n if and only if δ = 0 or δ = −A.

(iii) At δ = 0, an atom in e and a coherent field with mean photon number n̄ ≫ 1 give, within K_eff, collapses and revivals whose envelope has period T = 2π/A. The population P_e of level e is almost periodic, and it is periodic if g1²/(g1²+g2²) is rational.

**Lemma 1: elimination of the middle level**

The outer levels are governed by K_eff, with corrections of order S_n²/Δ³ and S_n|δ|/Δ².

Proof. Let Q = |i><i| and

Y = (g1 a|i><g| + g2 a†|i><e|)/Δ, G = Y − Y†.

Then V = Δ(Y+Y†). Since G is anti-Hermitian, exp(G) is unitary. It is a small rotation, because Y has size √S_n/Δ in a block. Expand

e^G K e^(−G) = K + [G,K] + ½[G,[G,K]] + …

Y leads from an outer level into i, so QY = Y and YQ = 0. This gives [Y,Q] = −Y and, by conjugation, [Y†,Q] = Y†. Therefore

[G,ΔQ] = Δ(−Y − Y†) = −V,

which cancels the direct coupling to i. The terms of second order in the couplings, with δ set aside, are

[G,V] + ½[G,[G,ΔQ]] = [G,V] − ½[G,V] = ½[G,V].

Inserting G and V,

½[G,V] = ½Δ[Y−Y†, Y+Y†] = ½Δ([Y,Y†] − [Y†,Y]) = Δ(YY† − Y†Y).

YY† acts on i alone. The outer levels receive

−ΔY†Y = −(1/Δ)(g1 a†|g><i| + g2 a|e><i|)(g1 a|i><g| + g2 a†|i><e|)
= −s1 a†a|g><g| − s2 aa†|e><e| − λ(a²|e><g| + a†²|g><e|).

Adding δ|e><e| gives K_eff.

For the remainder, note that G and V both change an outer level into i or back. Third-order terms in the couplings therefore still connect i with the outer levels, and the next correction within the outer levels is of fourth order, S_n²/Δ³. The detuning enters there first through ½[G,[G,δ|e><e|]], of size S_n|δ|/Δ². The term [G,δ|e><e|] connects to i with size √S_n|δ|/Δ, and its own elimination costs a further small factor. ∎

Both Stark shifts are negative because i lies above the outer levels in this frame and repels them. The factor n+1 in the shift of e comes from emission into the mode, which occurs even in vacuum. The shift of g contains the photons available for absorption, n+2 in this block. The shifts and the two-photon coupling arise from the same operator Y†Y and are of the same order, so small g/Δ does not justify keeping one without the other.

A numerical test of the matrix elements of K_eff against the projected three-level block, with δ proportional to 1/Δ, gives an error that falls by 7.99 when Δ doubles. The expected factor is 2³ = 8.

**Lemma 2: Rabi frequencies**

Statement (ii) holds.

Proof. Because a²|n+2> = √((n+1)(n+2))|n>, K_eff in the basis |e,n>, |g,n+2> has diagonal elements δ − s2(n+1) and −s1(n+2), and off-diagonal element −λ√((n+1)(n+2)). With p = s1(n+2) and q = s2(n+1), the diagonal difference is δ+p−q and four times the squared coupling is 4pq. The splitting of the eigenvalues obeys

Ω_n² = (δ+p−q)² + 4pq = δ² + 2δ(p−q) + (p+q)².

Since n+1 = x−½ and n+2 = x+½,

p − q = Bx + A/2, p + q = Ax + B/2.

Hence

Ω_n² = A²x² + B(A+2δ)x + B²/4 + δA + δ².

Completing the square fixes x0 as stated and leaves

C = B²/4 + δ(A+δ) − B²(A²+4Aδ+4δ²)/(4A²)
= δ(A+δ)(1 − B²/A²)
= 4λ²δ(δ+A)/A².

If C = 0, the square root is linear, and at the two detunings it is positive for all n ≥ 0:

δ = 0: Ω_n = s1(n+2) + s2(n+1) = An + 2s1 + s2,
δ = −A: Ω_n = s1(n+1) + s2(n+2).

Conversely, if Ω_n were linear for all n, its square would agree with the quadratic above at more than three points. The two polynomials would be identical, which forces C = 0. ∎

The case δ = 0 has a simple origin. The 2×2 matrix is then −ww^T/Δ with w = (g2√(n+1), g1√(n+2)). It has rank one. The combination orthogonal to w cannot reach i and is not shifted, while the combination along w is lowered by S_n/Δ. The Rabi frequency is this single light shift, a sum of squared couplings, each linear in photon number.

Remark (no Stark shifts). If the shifts are omitted at δ = 0, the result is

Ω_n = 2λ√((n+1)(n+2)) = 2λ√(x²−1/4) ≈ 2λ[x − 1/(8x)].

This is nearly linear too, but with spacing 2λ. Since A − 2λ = (g1−g2)²/Δ, the spacing is too small unless |g1| = |g2| (for couplings of equal sign; otherwise λ is replaced by |λ|). The predicted revival time π/λ is correspondingly too long.

**Lemma 3: collapse, revival and return**

Let the atom start in e and the field in a coherent state with mean photon number n̄ and Poisson probabilities p_n. Then

P_e(t) = 1 − Σ p_n M_n sin²(Ω_n t/2), M_n = 4λ²(n+1)(n+2)/Ω_n²,

and at δ = 0 statement (iii) holds.

Proof. Remove the mean of the diagonal elements from a block. The remaining matrix h satisfies h² = (Ω_n/2)², so

exp(−iht) = cos(Ω_n t/2) − i(2h/Ω_n) sin(Ω_n t/2).

Let D be the difference of the diagonal elements. The probability of remaining in e is cos² + (D²/Ω_n²) sin². Since D² = Ω_n² − 4λ²(n+1)(n+2), this equals 1 − M_n sin²(Ω_n t/2). Different n leave e with orthogonal field states, so the probabilities add with weights p_n.

At δ = 0 insert Ω_n = An + 2s1 + s2 and sum the exponential series:

Σ p_n exp(iΩ_n t) = exp[i(2s1+s2)t] exp[n̄(e^(iAt) − 1)].

The real part is

Σ p_n cos(Ω_n t) = exp[−n̄(1−cos At)] cos[(2s1+s2)t + n̄ sin At].

The first factor is the envelope, with period T = 2π/A. The weights M_n vary slowly at large n: expanding in 1/x gives M_n ≈ (4λ²/A²)[1 − B/(Ax)]. To leading order they multiply the sum by a constant.

For the returns no approximation of M_n is needed. Advancing time by kT adds to each phase

Ω_n kT = 2πk(n+1) + 2πk s1/A.

The first term is a multiple of 2π. The second is the same for all n. Let θ_k be its value reduced to the interval from −π to π, and let M̄ = Σ p_n M_n. Using sin² = (1−cos)/2 and the fact that a cosine changes by no more than its argument,

|P_e(t+kT) − P_e(t)| ≤ ½M̄|θ_k| for every t.

Among the first L+1 multiples of s1/A, taken modulo 1, two lie within 1/L of each other. The difference of their indices gives a k with |θ_k| ≤ 2π/L. If θ_k = 0, P_e is periodic. Otherwise the multiples jθ_k move round the circle in steps no longer than 2π/L, so they cannot jump over the interval |θ| ≤ 2π/L and re-enter it at least once per turn, after at most 2π/|θ_k| + 1 steps. The returns therefore have bounded gaps, which is almost periodicity. If s1/A = g1²/(g1²+g2²) = r/m with integers r and m, then θ_m = 0 and P_e has period mT. ∎

Setting t = 0 in the phase shift gives

P_e(kT) = 1 − M̄ sin²(πk s1/A).

A revival of the oscillation is thus not the same as a return of the atom to e. The envelope is complete at every kT, but the phase of the oscillation inside it advances by 2πs1/A, modulo 2π, from one revival to the next.

For n̄ ≫ 1 the first collapse follows from 1−cos At ≈ A²t²/2. The envelope is then exp(−n̄A²t²/2) and falls to 1/e at

t_c = √(2/n̄)/A.

Remark (equal couplings). For g1 = g2 one has s1 = s2 = λ, A = 2λ and Ω_n = λ(2n+3). At T = π/λ each sin² equals 1, and the probability of finding the atom in e in block n is

1 − M_n = [(2n+3)² − 4(n+1)(n+2)]/(2n+3)² = 1/(2n+3)².

For n̄ ≫ 1 the first revival is therefore inverted: the atom is almost entirely in g. It returns to e at 2T.

Remark (vacuum). For n̄ = 0 there is one frequency, Ω_0 = 2s1 + s2, and no collapse. The weight M_0 = 8s1s2/(2s1+s2)² reaches 1 only for s2 = 2s1, when the Stark shifts of |e,0> and |g,2> coincide.

Lemmas 1 to 3 prove the theorem.

**Lemma 4: what ends the periodicity**

At δ = 0 the unreduced ladder has, with R_n = √(Δ²+4S_n),

Ω_n = (R_n − Δ)/2 = S_n/Δ − S_n²/Δ³ + …

Its first revival is near T' = T R/Δ, with R taken at n̄. Starting from |e,n>, the population of i never exceeds 4g2²(n+1)/R_n².

Proof. The normalized state b along w couples to |i,n+1> with strength √S_n, and the orthogonal state has energy zero. In the basis b, i the matrix has diagonal elements 0, Δ and coupling √S_n, so its eigenvalues are (Δ±R_n)/2. The two levels that continue K_eff are 0 and (Δ−R_n)/2, which gives Ω_n.

Treat n as continuous. Since dS_n/dn = g1²+g2² = AΔ, dR_n/dn = 2AΔ/R_n and

Ω' = AΔ/R, Ω'' = −2A²Δ²/R³.

Neighbouring terms come back into phase when Ω't = 2π, that is at t = 2πR/(AΔ) = TR/Δ.

The state |e,n> contains b with probability g2²(n+1)/S_n. From b, the middle level is reached with probability (4S_n/R_n²) sin²(R_n t/2). The product has the stated maximum. ∎

The neglected phase grows as tS²/Δ³. Over one period, with S ≈ n̄AΔ, it is about 2πn̄S/Δ². Small population of i is therefore not enough for a reliable phase: the stricter condition over k periods is 2πkn̄S/Δ² ≪ 1.

**Lemma 5: height of a revival**

For n̄ ≫ 1, weak curvature between neighbouring n, and revivals that do not yet overlap, the k-th revival envelope has height approximately

(1+κ²)^(−1/4), κ = 2πk n̄|Ω''|/Ω'.

Proof. Put j = n − n̄ and replace the Poisson weights by a Gaussian of variance n̄. At t = 2πk/Ω' the linear phase is common to all terms modulo 2π. The quadratic phase remains, and with the sum replaced by an integral

(2πn̄)^(−1/2) ∫ exp(−j²/(2n̄) + iΩ''tj²/2) dj = (1 − in̄Ω''t)^(−1/2).

Its modulus is the stated height. Cubic phases have been neglected. ∎

For the unreduced ladder at δ = 0, Lemma 4 gives κ = 4πk n̄ΔA/(Δ²+4S). For K_eff at general δ, let ξ = n̄ + 3/2 + x0 > 0. Differentiating Ω² = A²ξ² + C gives

Ω' = A²ξ/Ω, Ω'' = A²/Ω − A⁴ξ²/Ω³ = A²C/Ω³,

and hence κ = 2πk n̄|C|/(Ω²ξ).

The resonant one-photon model, Ω_n = 2g√(n+1), has Ω' = g/√(n+1) and Ω'' = −g/[2(n+1)^(3/2)]. Then κ = πk n̄/(n̄+1) ≈ πk, and a stronger field does not restore its first revival. At n̄ = 400 the direct sum gives height 0.551, as does the estimate.

**Worked example**

Frequencies in this section are divided by 2π. The round model parameters are g1 = 100 kHz, g2 = 200 kHz, Δ = 20 000 kHz, δ = 0 and n̄ = 10. Then

s1 = 100²/20 000 = 0.5 kHz, s2 = 200²/20 000 = 2 kHz,
λ = 100·200/20 000 = 1 kHz, A = 2.5 kHz.

The frequency at n = 10 is 0.5·12 + 2·11 = 28 kHz, and each photon adds 2.5 kHz. This is the equal spacing of the opening. The envelope period is T = 1/(2.5 kHz) = 400 µs, and the collapse time t_c is 28.5 µs (the exact envelope, without the Gaussian approximation, reaches 1/e at 28.7 µs).

At n = 10, S = 100²·12 + 200²·11 = 5.6×10⁵ kHz², so S/Δ² = 0.0014. The middle level holds at most 0.44 % of the population when the start is |e,10>. The corrected revival time is 400√(1+4·0.0014) = 401.1 µs. The full atom-field simulation, within the rotating-wave model, gives 401.1 µs for the centroid of the squared oscillation, while the envelope maximum of the unreduced ladder lies at 401.2 µs. Its plateau after the collapse is 0.660, against 1−M̄/2 = 0.662 with M̄ = 0.6765.

Here s1/A = 1/5, so K_eff predicts a complete return after five periods. At kT the populations are:

k = 1: K_eff 0.766, full 0.796
k = 2: K_eff 0.388, full 0.435
k = 3: K_eff 0.388, full 0.345
k = 4: K_eff 0.766, full 0.624
k = 5: K_eff 1.000, full 0.942

The full values belong to the rotating-wave model. Restoring the counter-rotating terms moves them by up to 0.009 for a mode at 50 GHz and by up to 0.09 at 5 GHz.

The differences come largely from phase, not from loss of the envelope, whose peak height at the fifth revival is still 0.998. That peak lies near 5T' = 2005.6 µs, so at 5T, 5.6 µs earlier, the envelope is about exp[−(5.6/28.5)²] ≈ 0.96. At n = 10 the full frequency is 27.961 kHz, lower by 0.039 kHz. After 4T the lag is 2π·0.0391·1.6 = 0.39 rad, with kHz multiplied by ms. The phase predicted by K_eff is 4·2π/5, equivalent to −1.26 rad, and the lag makes it −1.65 rad. Then 1 − (0.6765/2)(1−cos 1.65) ≈ 0.635, close to the simulated 0.624.

Over the first 1.2 periods the largest absolute error of P_e from K_eff is 0.036. It becomes 0.009 when Δ is doubled and the times are scaled with it. The factor of four agrees with the neglected phase tS²/Δ³ for t proportional to Δ.

**Remark: cancelling the Stark shifts**

One may choose δ to make |e,n̄> and |g,n̄+2> degenerate, which gives full oscillation amplitude at n̄. The condition is

δ = s2(n̄+1) − s1(n̄+2) = 22 − 6 = 16 kHz.

Now C = 4·16·18.5/6.25 = 189 kHz², x0 = −1.5·34.5/12.5 = −4.14 and ξ = 7.36. The frequency at n = 10 is 22.98 kHz, and

κ = 2π·10·189/(22.98²·7.36) ≈ 3.06.

The slope of the frequency at n = 10 puts the first revival near 500 µs, with an estimated height of 0.56. The direct sum for K_eff reaches its maximum of 0.57 about 4 % earlier. These heights omit the weights M_n. Here M̄ ≈ 0.95, and the weighted sum that sets the oscillation of P_e peaks at 0.57, against 0.68 at δ = 0, so the loss in absolute signal is modest for this coupling ratio. Cancellation at one photon number leaves uncancelled shifts at its neighbours, and these bend the frequency curve.

A stronger field does not cure this. For large n̄ and g1 ≠ g2 the condition becomes δ ≈ −Bx. Then ξ ≈ 4λ²x/A², C ≈ 4λ²B²x²/A² and Ω² ≈ 4λ²x², so

κ ≈ 2πk n̄B²/(4λ²x) ≈ πk B²/(2λ²) = (πk/2)(g1/g2 − g2/g1)².

The field strength has dropped out. The estimate requires the frequency curve to be nearly quadratic across the photon distribution. Since the diagonal difference is now B(n−n̄), this means |g1/g2 − g2/g1| ≪ 2√n̄. Lemma 5 also requires that revivals do not overlap. The curvature widens a revival to about t_c√(1+κ²), with t_c = √(2/n̄)/Ω', and this must stay well below the period 2π/Ω'. For k = 1 this gives the stricter condition (g1/g2 − g2/g1)² ≪ 2√(2n̄). Within that range, the first revival becomes weaker as the coupling strengths become more unequal. Beyond it the revivals merge into irregular oscillations and the estimate fails: at n̄ = 400 and |g1/g2 − g2/g1| = 8 it gives 0.10, while the envelope of the direct sum reaches about 0.20. At δ = 0 the envelope of K_eff returns fully for any couplings, although the oscillation amplitude M_n ≈ 4λ²/A² shrinks when they are very unequal. The numerical output below lists the values for both detunings.

Numbers as computed

```
Frequencies below are divided by 2 pi
g1, g2 = 100, 200 kHz; Delta = 20000 kHz
mode frequency = 5.0e+07 kHz; mean photon number = 10
s1, s2 = 0.500, 2.000 kHz; lambda = 1.000 kHz
A = 2.500 kHz; s1/A = 0.200
S/Delta^2 at mean n = 0.00140
largest middle-level population from |e,n=10> = 0.00438
Rabi frequencies (kHz): n, effective, full ladder, no Stark shifts
   8  23.0000  22.9736  18.9737
   9  25.5000  25.4676  20.9762
  10  28.0000  27.9609  22.9783
  11  30.5000  30.4536  24.9800
  12  33.0000  32.9457  26.9815
collapse time (envelope 1/e) = 28.47 us
revival period, effective = 400.00 us
revival time, corrected formula = 401.12 us
revival time, full simulation = 401.09 us
revival period without Stark shifts = 500.00 us
mean oscillation weight M = 0.6765
plateau of P_e: effective 0.6618, full 0.6601
P_e at k times the effective period: k, effective, full
  1  0.7663  0.7964
  2  0.3881  0.4352
  3  0.3881  0.3447
  4  0.7663  0.6244
  5  1.0000  0.9417
full ladder: kappa of first revival = 0.0156
envelope height, revivals 1 and 5 = 0.9999, 0.9985
delta cancelling Stark shifts at mean n = 16.00 kHz
  mean Rabi frequency = 22.978 kHz, slope = 2.0019 kHz
  revival time = 499.53 us, kappa = 3.063
  envelope maximum within 20% of it = 0.5675
  broad-distribution estimate = 0.5571
one-photon model, mean n = 400: first envelope height 0.5512, estimate 0.5507
max P_e error, delta = 0: 0.0356; with Delta doubled 0.0089
max P_e error, cancelling delta: 0.0277; with Delta doubled 0.0069
elimination error ratio on doubling Delta = 7.994
```
